# Notebook: the Barker–Glover formula from the Breit Hamiltonian

Particle 1 has mass $m$ and charge $-e$, particle 2 has mass $M$ and charge $Ze$. Both are point Dirac particles ($g=2$) that cannot annihilate. With $\hbar=c=1$, $a=Z\alpha$, $M_t=m+M$, $\mu=mM/M_t$,

$$E=M_t+\mu(f-1)-\frac{\mu^2}{2M_t}(f-1)^2+(1-\delta_{l0})\frac{a^4\mu^3}{2n^3M^2\,\kappa(2l+1)},$$

$$f=\Big[1+\frac{a^2}{(n-|\kappa|+\sqrt{\kappa^2-a^2})^2}\Big]^{-1/2}.$$

Here $\mathbf j=\mathbf L+\mathbf s_1$, $\kappa=-(l+1)$ for $j=l+\frac12$, $\kappa=l$ for $j=l-\frac12$, and $f$ is the Dirac–Coulomb energy per unit mass. The $M$ in the last term is the mass of particle 2, not $M_t$. The formula is exact in $m/M$ through order $a^4$, and it gives the levels of the part of the Breit Hamiltonian that does not contain the spin $\mathbf s_2$. For $l>0$ these differ from the centroids of the hyperfine levels at order $a^4\mu^3/M^2$ (section 5).

## 1. The Hamiltonian

In the centre-of-mass frame particle 1 goes $\mathbf p\to\mathbf p'$, particle 2 goes $-\mathbf p\to-\mathbf p'$, and $\mathbf q=\mathbf p'-\mathbf p$. The Breit approximation keeps one photon in Coulomb gauge, drops its energy against $|\mathbf q|$, and keeps positive-energy states:

$$V=-\frac{4\pi a}{q^2}\big[\rho_1\rho_2-J_1^iT_{ij}J_2^j\big],\qquad T_{ij}=\delta_{ij}-q_iq_j/q^2 .$$

The spinor with $u^\dagger u=1$ has upper part $(1-p^2/8m^2)\chi$ and lower part $\boldsymbol\sigma\cdot\mathbf p\,\chi/2m$. With $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ and $p^2+p'^2-2\mathbf p\cdot\mathbf p'=q^2$,

$$\rho_1=u'^\dagger u=1-\frac{q^2}{8m^2}+\frac{i\boldsymbol\sigma_1\cdot(\mathbf p'\times\mathbf p)}{4m^2},\qquad \mathbf J_1=u'^\dagger\boldsymbol\alpha u=\frac{\mathbf p+\mathbf p'+i\boldsymbol\sigma_1\times\mathbf q}{2m},$$

without assuming $|\mathbf p|=|\mathbf p'|$. For particle 2, $m\to M$ and both momenta flip, so $\rho_2$ keeps its form and $\mathbf J_2$ changes sign. Since $T\mathbf q=0$, the orbital product is $(\mathbf p+\mathbf p')T(\mathbf p+\mathbf p')=4\,\mathbf p'T\mathbf p$; also $\boldsymbol\sigma\times\mathbf q$ is transverse and $(\boldsymbol\sigma\times\mathbf q)\cdot(\mathbf p+\mathbf p')=2\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)$. With $\mathbf c=\mathbf p'\times\mathbf p$ the bracket becomes

$$1-\frac{q^2}{8m^2}-\frac{q^2}{8M^2}+\frac{\mathbf p'T\mathbf p}{mM}+i\boldsymbol\sigma_1\cdot\mathbf c\Big(\frac1{4m^2}+\frac1{2mM}\Big)+i\boldsymbol\sigma_2\cdot\mathbf c\Big(\frac1{4M^2}+\frac1{2mM}\Big)-\frac{q^2\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2-\boldsymbol\sigma_1\cdot\mathbf q\,\boldsymbol\sigma_2\cdot\mathbf q}{4mM}.$$

Against exact spinors the remainder grows by 15.996 when the momenta double, as a term of order $v^4$ should.

In $V(\mathbf r)=\int\frac{d^3q}{(2\pi)^3}e^{i\mathbf q\cdot\mathbf r}V(\mathbf q)$ one has $q_i\to-i\partial_i$, $1\to\delta^3(\mathbf r)$ and $4\pi/q^2\to1/r$. Three kernels follow, with $\mathbf n=\mathbf r/r$.

Orbit: $\nabla^2(-r/2)=-1/r$ gives $4\pi/q^4\to-r/2$, so $4\pi q_iq_j/q^4\to\frac12\partial_i\partial_jr=(\delta_{ij}-n_in_j)/2r$ and $4\pi T_{ij}/q^2\to(\delta_{ij}+n_in_j)/2r$.

Spin–orbit: $\mathbf r/r^3=-\nabla(1/r)$ has transform $-4\pi i\mathbf q/q^2$, so $\langle\mathbf p'|\mathbf L/r^3|\mathbf p\rangle=-4\pi i\,\mathbf q\times\mathbf p/q^2=-4\pi i\,\mathbf c/q^2$.

Spin–spin: $4\pi q_iq_j/q^2\to-\partial_i\partial_j(1/r)$; its trace part is $\frac{4\pi}3\delta_{ij}\delta^3$ and its traceless part is $-(3n_in_j-\delta_{ij})/r^3$. The contact coefficient is thus $4\pi-\frac{4\pi}3=\frac{8\pi}3$.

With $\sqrt{m^2+p^2}=m+p^2/2m-p^4/8m^3$ for each particle and $\boldsymbol\sigma=2\mathbf s$, $H=M_t+p^2/2\mu-a/r+H_4+W$:

$$H_4=-\frac{p^4}8\Big(\frac1{m^3}+\frac1{M^3}\Big)+\frac{\pi a}2\Big(\frac1{m^2}+\frac1{M^2}\Big)\delta^3-\frac a{2mM}p_i\frac{\delta_{ij}+n_in_j}{r}p_j+\frac a{r^3}\Big(\frac1{2m^2}+\frac1{mM}\Big)\mathbf L\cdot\mathbf s_1,$$

$$W=\frac a{r^3}\Big(\frac1{2M^2}+\frac1{mM}\Big)\mathbf L\cdot\mathbf s_2+\frac{8\pi a}{3mM}\mathbf s_1\cdot\mathbf s_2\,\delta^3+\frac{a}{mMr^3}\big(3\,\mathbf s_1\cdot\mathbf n\,\mathbf s_2\cdot\mathbf n-\mathbf s_1\cdot\mathbf s_2\big).$$

Limit: for $M\to\infty$, $W$ vanishes and $H_4$ is the kinetic, Darwin and spin–orbit correction of one Dirac particle. $H_4+W$ is symmetric under $1\leftrightarrow2$.

Define $x=\mu/M_t=\mu^2/mM$ and $y=\mu^2/M^2$. Powers of $1/\mu=1/m+1/M$ give $\mu^2(m^{-2}+M^{-2})=1-2x$ and $\mu^3(m^{-3}+M^{-3})=1-3\mu^2/mM=1-3x$. Also $1/m^2+2/mM=1/\mu^2-1/M^2$, so $\mu^2(1/2m^2+1/mM)=(1-y)/2$. With lengths in units $1/\mu a$, $\psi=R(r)Y_{lm}$, $\langle\pi\delta^3\rangle=R(0)^2/4$ and $O=\langle p_i(\delta_{ij}+n_in_j)r^{-1}p_j\rangle$, first-order theory gives

$$\frac{E_4}{\mu a^4}=-\frac{1-3x}8\langle p^4\rangle+\frac{1-2x}8R(0)^2-\frac x2\,O+\frac{1-y}2\langle r^{-3}\rangle\langle\mathbf L\cdot\mathbf s_1\rangle .$$

$H_4$ commutes with $L^2$ and $\mathbf j$, so the states $|n\kappa\rangle$ diagonalize it within shell $n$.

## 2. The ground state

Here $R=2e^{-r}$ and $\nabla^2\psi=(1-2/r)\psi$. Then $\langle p^4\rangle=4\int(r^2-4r+4)e^{-2r}dr=4(\frac14-1+2)=5$ and $R(0)^2=4$. The gradient is radial, so $O=2\int R'^2r\,dr=8\cdot\frac14=2$; a momentum-space integration of the orbit kernel gives $O/2=1.00000000$. Hence

$$\frac{E_4}{\mu a^4}=-\frac58(1-3x)+\frac12(1-2x)-x=-\frac18-\frac x8 .$$

Limit: at $x=0$ this is the $a^4$ term of $f=\sqrt{1-a^2}=1-a^2/2-a^4/8-a^6/16$. The new piece $-\mu xa^4/8$ equals $-(\mu^2/2M_t)(a^2/2)^2$, the second term of the formula. No $y$ appears, and the level is symmetric in $m\leftrightarrow M$, as it must be when no spin enters.

## 3. Any $n$ and $l$

Let $u=rR$, $h_l=-\frac12\partial_r^2+U_l$, $U_l=l(l+1)/2r^2-1/r$, $\epsilon=-1/2n^2$, $\lambda=l+\frac12$. The Hellmann–Feynman theorem in the coupling gives $\langle r^{-1}\rangle=1/n^2$. In $l$, at fixed node number ($\partial n/\partial l=1$), it gives $\lambda\langle r^{-2}\rangle=1/n^3$.

Multiply $u''=2(U_l-\epsilon)u$ by $u'$ and integrate; parts on the right give $-\frac12u'(0)^2=-\langle U_l'\rangle=l(l+1)\langle r^{-3}\rangle-\langle r^{-2}\rangle$. For $l>0$, $u'(0)=0$ and $\langle r^{-3}\rangle=1/[n^3l\lambda(l+1)]$. For $l=0$, $R(0)^2=2\langle r^{-2}\rangle=4/n^3$.

From $p^2\psi=2(\epsilon+1/r)\psi$,

$$\langle p^4\rangle=4\Big[\frac1{4n^4}-\frac1{n^4}+\frac1{n^3\lambda}\Big]=\frac4{n^3\lambda}-\frac3{n^4}.$$

For $O$, the radial gradient counts twice and the angular one once: $O=2\int R'^2r\,dr+l(l+1)\langle r^{-3}\rangle$. By parts, $\int R'^2r\,dr=-\int R(R''+2R'/r)r\,dr+\int RR'dr$. The last integral is $-R(0)^2/2$, and the radial equation gives $-(R''+2R'/r)=[2\epsilon+2/r-l(l+1)/r^2]R$. So

$$O=4\epsilon\langle r^{-1}\rangle+4\langle r^{-2}\rangle-l(l+1)\langle r^{-3}\rangle-R(0)^2 .$$

The last two terms are $-1/n^3\lambda$ for $l>0$ and $-4/n^3=-1/n^3\lambda-2/n^3$ for $l=0$. Therefore $O=3/n^3\lambda-2/n^4-2\delta_{l0}/n^3$, which is $6-2-2=2$ for 1S.

From $2\mathbf L\cdot\mathbf s_1=j(j+1)-l(l+1)-\frac34$ one gets $l$ or $-(l+1)$, that is $\langle\mathbf L\cdot\mathbf s_1\rangle=-(\kappa+1)/2$; and $l(l+1)=\kappa(\kappa+1)$ in both cases. The spin–orbit term for $l>0$ is then $-(1-y)/[2n^3\kappa(2l+1)]$.

Collect by structure. The $1/n^3\lambda$ terms have coefficient $-\frac12+\frac32x-\frac32x=-\frac12$. The $1/n^4$ terms have $\frac38-\frac98x+x=\frac38-\frac x8$. The $\delta_{l0}/n^3$ terms have $\frac12-x+x=\frac12$. For $l=0$, $-1+\frac12=-\frac12=-1/2|\kappa|$. For $l>0$, $-\frac1{2l+1}\big(1+\frac1{2\kappa}\big)=-\frac{2\kappa+1}{2\kappa(2l+1)}$, and $2\kappa+1=\pm(2l+1)$ with the sign of $\kappa$, so this too is $-1/2|\kappa|$. Thus

$$\frac{E_4}{\mu a^4}=\frac3{8n^4}-\frac1{2n^3|\kappa|}-\frac{x}{8n^4}+(1-\delta_{l0})\frac{y}{2n^3\kappa(2l+1)} .$$

Limit: $n=1$, $\kappa=-1$ returns $-\frac18-\frac x8$.

## 4. The closed form and its two recoil terms

Since $\sqrt{\kappa^2-a^2}\approx|\kappa|-a^2/2|\kappa|$, put $N=n-a^2/2|\kappa|$ and $z=a^2/N^2=a^2/n^2+a^4/n^3|\kappa|$. Then

$$f-1=-\frac z2+\frac{3z^2}8=-\frac{a^2}{2n^2}+a^4\Big(\frac3{8n^4}-\frac1{2n^3|\kappa|}\Big).$$

So $\mu(f-1)$ holds the Schrödinger energy and the first two terms of $E_4$; $-(\mu^2/2M_t)(f-1)^2=-\mu xa^4/8n^4$ is the third; and $\mu y=\mu^3/M^2$ identifies the fourth. The numerical check confirms this with symbolic masses for every state with $n\le4$.

The $x$ term depends on $n$ only and moves a whole shell. The $y$ term is the amount by which the spin–orbit coupling, $(1-y)/2$, falls short of its value $\frac12$ for a Dirac particle of mass $\mu$. It lifts the degeneracy of $nS_{1/2}$ and $nP_{1/2}$, and its $(2j+1)$-weighted sum over $j$ vanishes, because $2(l+1)/[-(l+1)]+2l/l=0$.

The factor $1-\delta_{l0}$ rests on the Darwin term of particle 2, which contributes $yR(0)^2/8=y\,\delta_{l0}/2n^3$. Without it, S levels move by $-y/2n^3$, the value of $y/[2n^3\kappa(2l+1)]$ at $\kappa=-1$, $l=0$, and the factor would be absent. The formula as written is thus derived for a point spin-½ partner; a point scalar partner, whose charge vertex $(E+E')/2\sqrt{EE'}$ has no $q^2$ term, has no Darwin term and gives the form without the factor.

## 5. What the spin of particle 2 does

First, $W$ does not couple different $l$ in a shell. Parity forbids $\Delta l=1$. For $l'=l+2$ use $\langle u_{l'}|h_{l'}\Omega-\Omega h_l|u_l\rangle=0$, valid at equal energies (boundary terms vanish since $u_{l'}\sim r^{l+3}$), with $U_{l'}-U_l=b/r^2$, $b=2l+3$. $\Omega=1$ gives $\langle r^{-2}\rangle_{l'l}=0$. $\Omega=1/r$ gives $\langle r^{-2}\partial_r\rangle_{l'l}=(1-b)\langle r^{-3}\rangle_{l'l}$. $\Omega=\partial_r$ gives $\langle br^{-2}\partial_r-U_l'\rangle_{l'l}=0$, so $[b(1-b)+l(l+1)]\langle r^{-3}\rangle_{l'l}=0$. The bracket is $-3(l+1)(l+2)\ne0$, hence the radial element vanishes.

Second, $W=\mathbf s_2\cdot\mathbf V$ and $\mathrm{tr}\,\mathbf s_2=0$, so $W$ is traceless in each $j$ block. The formula is the $(2F+1)$-weighted mean of the diagonal elements, $\mathbf F=\mathbf j+\mathbf s_2$. For S states, and for a whole $l$ multiplet, the trace is also the sum of eigenvalues, and the centroid is exact at order $a^4$.

Third, $W$ connects $j=l\pm\frac12$. Take $l=1$. By the Wigner–Eckart theorem $n_in_k-\frac13\delta_{ik}=C(L_iL_k+L_kL_i-\frac43\delta_{ik})$; the $zz$ element at $m_l=0$, where $\langle n_z^2\rangle=\frac35$, gives $\frac4{15}=-\frac43C$, so $C=-\frac15$. Then

$$\mathbf V=a\langle r^{-3}\rangle\Big[\Big(\frac1{2M^2}+\frac1{mM}\Big)\mathbf L+\frac1{mM}\Big(-\frac35\{\mathbf L\cdot\mathbf s_1,\mathbf L\}+\frac45\mathbf s_1\Big)\Big].$$

Between $j=\frac12$ and $j=\frac32$, $\mathbf j$ has no element, so $\mathbf s_1\to-\mathbf L$, and the anticommutator becomes $(-1+\frac12)\mathbf L$. The inner bracket is $(\frac3{10}-\frac45)\mathbf L=-\frac12\mathbf L$, and the total coefficient is $1/2M^2+1/2mM=1/2M\mu$. For the size of $\mathbf L\cdot\mathbf s_2$, sum squares. Inside $j=\frac12$, $\mathbf s_1=g\,\mathbf j$ with $g=(\frac34-1)/\frac34=-\frac13$, so the part of $\mathrm{tr}\,s_1^2=\frac32$ that passes through $j=\frac32$ is $\frac32(1-\frac19)=\frac43$. The trace $\mathrm{tr}\,s_2^is_2^k=\frac12\delta_{ik}$ makes it $\frac23$. Only the three $F=1$ states occur in both blocks, so each element is $\sqrt2/3$. With $\langle r^{-3}\rangle=(\mu a)^3/3n^3$,

$$|w|=\frac{\sqrt2\,a^4\mu^2}{18n^3M},\qquad \Delta=\frac{1-y}2\cdot\frac{\mu a^4}{3n^3}\cdot\frac32=\frac{(1-y)\mu a^4}{4n^3}.$$

For $m\ll M$ second-order theory moves the $F=1$ levels by $\mp w^2/\Delta\to\mp2a^4\mu^3/81n^3M^2$. They carry weight $\frac34$ in $P_{1/2}$ and $\frac38$ in $P_{3/2}$, so the centroids shift by $-\frac1{54}$ and $+\frac1{108}$ in units $a^4\mu^3/n^3M^2$, where the $y$ term is $+\frac16$ and $-\frac1{12}$. Limit: the ratio is $-\frac19$ for both as $M\to\infty$, for $g=2$. In general $|w|/\Delta=2\sqrt2\,\mu/[9M(1-y)]$, which is $0.12$ at $M=2m$ and $0.21$ at $M=m$. The diagonal elements of $W$ are then no longer small against $\Delta$ either, so $H_4+W$ must be diagonalized. For 2P the $F=1$ eigenstates carry about 6% of the other $j$ at $M=2m$ and one third at $M=m$, where $j$ is no longer a good label.

## 6. Why $f$ is left unexpanded

At $M\to\infty$ the formula is the Dirac energy. At order $1/M$, $\mu=m-m^2/M$ gives $-\frac{m^2}M(f-1)-\frac{m^2}{2M}(f-1)^2=\frac{m^2}{2M}(1-f^2)$. The same quantity arises if particle 1 stays fully relativistic, $\mathbf J_1=\boldsymbol\alpha$, with $\mathbf J_2=-\mathbf p/M$ in section 1. The $1/M$ operator is then $\frac1{2M}[p^2-\frac ar(\boldsymbol\alpha+\mathbf n\,\boldsymbol\alpha\cdot\mathbf n)\cdot\mathbf p]$.

Set $m=1$ and $\psi=(G\Omega_\kappa,iF\Omega_{-\kappa})/r$ with $\boldsymbol\sigma\cdot\mathbf n\,\Omega_\kappa=-\Omega_{-\kappa}$. The radial equations are $G'+\kappa G/r=(f+1+a/r)F$ and $F'-\kappa F/r=-(f-1+a/r)G$. Let $A_s,B_s,C_s$ be the integrals of $r^s$ times $G^2+F^2$, $G^2-F^2$, $FG$, with $A_0=1$. Differentiating the three products, multiplying by $r^s$ and integrating by parts gives

$$-sA_{s-1}=-2\kappa B_{s-1}+4C_s,\quad -sB_{s-1}=-2\kappa A_{s-1}+4fC_s+4aC_{s-1},\quad -sC_{s-1}=A_s-fB_s-aB_{s-1},$$

valid at $s=-1$ if $\sqrt{\kappa^2-a^2}>\frac12$. At $s=0$: $4C_0=2\kappa B_{-1}$, $aB_{-1}=1-fB_0$, and $\kappa(A_{-1}-fB_{-1})=2aC_{-1}$. At $s=1$: $4C_1=2\kappa B_0-1$, so $-B_0=-2\kappa+f(2\kappa B_0-1)+2\kappa(1-fB_0)=-f$. At $s=-1$ the third relation times $2\kappa$ gives $2\kappa C_{-2}=4aC_{-1}-2\kappa aB_{-2}$, which the first relation turns into $aA_{-2}$.

Now $\boldsymbol\alpha\cdot\mathbf p\,\psi=(f-\beta+a/r)\psi$ and $\langle\beta\rangle=B_0=f$. With $Y=fA_{-1}-B_{-1}$, squaring gives $\langle p^2\rangle=1-f^2+a^2A_{-2}+2aY$, and $\langle\frac ar\boldsymbol\alpha\cdot\mathbf p\rangle=aY+a^2A_{-2}$. The radial piece is $a\int(FG'-GF')\,dr/r=aY+a^2A_{-2}-2\kappa aC_{-2}=aY$. Subtracting both leaves $1-f^2$. For $3D_{3/2}$ at $a=0.6$ the explicit wave function and $(1-f^2)/2$ both give $0.0204179861$ in units $m^2/M$.

So the $1/M$ term of the formula equals the expectation value of this static operator on Dirac states, to all orders in $a$. Retardation, negative-energy intermediate states in the Coulomb recoil, exchange of two transverse photons and radiative corrections lie outside the Breit approximation, so the formula is not the complete energy beyond $a^4$.

## 7. Worked example

Take the model $m=1$, $M=100$ (electron masses), $Z=2$, in Hartree units with $c=137.035999$. Then $a=0.01459471$, $\mu=0.990099$, $x=9.80296\times10^{-3}$, $y=9.80296\times10^{-5}$, and the unit of $E_4$ is $\mu c^2a^4=8.43586\times10^{-4}\,E_h$. The digits serve to compare the two routes within the model.

For 1S the kinetic, Darwin and orbit pieces are $-5.117356\times10^{-4}$, $+4.135233\times10^{-4}$ and $-8.2696\times10^{-6}$, with sum $-1.064819\times10^{-4}\,E_h$, which is $-(1+x)/8$ units. The formula gives $-1.9803034793-0.0000010338=-1.9803045131\,E_h$. This lies $1.134\times10^{-8}\,E_h$ below the Schrödinger value $-1.9801980198$ plus the Breit sum. The gap is the $a^6$ content of the closed form: $-\frac1{16}$ from $f-1$, and $-\frac x2\cdot2\cdot\frac12\cdot\frac18=-\frac x{16}$ from the square, so $-(1+x)a^2/16$ units, or $-1.134\times10^{-8}\,E_h$.

For $2P_{1/2}$ the kinetic, orbit and spin–orbit pieces are $-1.492562\times10^{-5}$, $-5.16852\times10^{-7}$ and $-1.757298\times10^{-5}$, with sum $-3.301545\times10^{-5}\,E_h$; for $2S_{1/2}$ the sum is $-3.301718\times10^{-5}\,E_h$. Both share $f$, so their difference is the $y$ term with $2n^3\kappa(2l+1)=48$: $9.80296\times10^{-5}\times8.43586\times10^{-4}/48=1.7228\times10^{-9}\,E_h=11.34$ MHz. The $a^6$ content of the formula for each of these levels, $-3.694\times10^{-9}\,E_h$, is larger than this term and cancels only in the difference; the 11.34 MHz is the $a^4$ Breit contribution, not the physical splitting. The fine structure is $2.63630\times10^{-5}\,E_h=173.46$ GHz, against $\Delta=2.635947\times10^{-5}\,E_h$ at order $a^4$; the excess matches the difference of the remainders $-1.772\times10^{-10}$ and $-3.694\times10^{-9}\,E_h$.

The mixing element is $|w|=8.2028\times10^{-8}\,E_h$, so $w^2/\Delta=2.5526\times10^{-10}\,E_h$ and the second-order estimate for the $2P_{1/2}$ centroid is $-\frac34$ of this, $-1.914\times10^{-10}\,E_h$. Diagonalizing the $12\times12$ matrix gives $-1.949\times10^{-10}\,E_h=-1.28$ MHz, about 2% larger in magnitude than the estimate, and $+9.74\times10^{-11}\,E_h=+0.64$ MHz for $2P_{3/2}$; four times the first plus eight times the second vanishes, as the trace requires. The ratio of the $2P_{1/2}$ shift to the $y$ term is $-0.1131$ at $M=100$ and $-0.1113$ at $M=1000$, so its distance from $-\frac19$ falls tenfold, as a correction of relative order $m/M$ does.

## Values computed for the example and the checks

```
inputs: m=1 me, M=100 me, Z=2, c=137.035999 au, Z*alpha=0.01459471
mu=0.99009901 me, x=mu/Mt=9.80296049e-03, y=mu^2/M^2=9.80296049e-05
mu c^2 (Z alpha)^4 = 8.43585813e-04 Eh; 1 Eh = 6579683.9205 GHz
amplitude remainder ratio on doubling momenta = 15.996
1s orbit kernel, momentum space = 1.00000000 (mu a)^3
Dirac 3d3/2, a=0.6: <recoil op>*M = 0.0204179861, (1-f^2)/2 = 0.0204179861 m^2
1S1/2 radial (mu a=1): p4=5, R0^2=4, orbit=2
1S1/2 kinetic -5.117356e-04, Darwin 4.135233e-04 Eh
1S1/2 orbit -8.269638e-06, spin-orbit 0.000000e+00 Eh
1S1/2 Schrodinger -1.9801980198, Breit sum -1.064819e-04 Eh
1S1/2 f-1 = -1.0650838091e-04, mu c^2(f-1) = -1.9803034793 Eh
1S1/2 (f-1)^2 term -1.033815e-06, l term 0.000000e+00 Eh
1S1/2 total -1.9803045131, minus (Schr.+Breit) -1.134e-08 Eh
2S1/2 radial (mu a=1): p4=13/16, R0^2=1/2, orbit=3/8
2S1/2 kinetic -8.315703e-05, Darwin 5.169041e-05 Eh
2S1/2 orbit -1.550557e-06, spin-orbit 0.000000e+00 Eh
2S1/2 Schrodinger -0.4950495050, Breit sum -3.301718e-05 Eh
2S1/2 f-1 = -2.6627449739e-05, mu c^2(f-1) = -0.4950824612 Eh
2S1/2 (f-1)^2 term -6.461515e-08, l term 0.000000e+00 Eh
2S1/2 total -0.4950825258, minus (Schr.+Breit) -3.694e-09 Eh
2P1/2 radial (mu a=1): p4=7/48, R0^2=0, orbit=1/8, r^-3=1/24
2P1/2 kinetic -1.492562e-05, Darwin 0.000000e+00 Eh
2P1/2 orbit -5.168524e-07, spin-orbit -1.757298e-05 Eh
2P1/2 Schrodinger -0.4950495050, Breit sum -3.301545e-05 Eh
2P1/2 f-1 = -2.6627449739e-05, mu c^2(f-1) = -0.4950824612 Eh
2P1/2 (f-1)^2 term -6.461515e-08, l term 1.722841e-09 Eh
2P1/2 total -0.4950825241, minus (Schr.+Breit) -3.694e-09 Eh
2P3/2 radial (mu a=1): p4=7/48, R0^2=0, orbit=1/8, r^-3=1/24
2P3/2 kinetic -1.492562e-05, Darwin 0.000000e+00 Eh
2P3/2 orbit -5.168524e-07, spin-orbit 8.786491e-06 Eh
2P3/2 Schrodinger -0.4950495050, Breit sum -6.655982e-06 Eh
2P3/2 f-1 = -2.6626031697e-05, mu c^2(f-1) = -0.4950560956 Eh
2P3/2 (f-1)^2 term -6.460827e-08, l term -8.614207e-10 Eh
2P3/2 total -0.4950561611, minus (Schr.+Breit) -1.772e-10 Eh
2P3/2-2P1/2 = 2.63629893e-05 Eh = 173.46014 GHz
2P1/2-2S1/2 = 1.722841e-09 Eh = 11.3358 MHz
2P F=1 mixing |w| = 8.202767e-08 Eh, a^4 gap = 2.635947e-05 Eh
w^2/gap = 2.552608e-10 Eh
centroid shift 2P1/2 = -1.94855e-10 Eh = -1.2821 MHz
centroid shift 2P3/2 = 9.74273e-11 Eh = 0.6410 MHz
shift / l term (2P1/2): M=100 -0.11310, M=1000 -0.11131
```
